\section*{Mean Residence Time of a Hydrocarbon on a Mirror Surface}

\section{The problem}

A hydrocarbon molecule lands on a mirror in a vacuum chamber for extreme-ultraviolet lithography. It is held by a well of depth $E=0.80$ eV, measured from the bottom of the well to the vacuum level. The attempt frequency is $\nu=10^{13}$ /s and the surface is at $T=300$ K. What is the mean residence time $\tau$, that is, the time between arrival and departure averaged over many such molecules? What fraction of the surface sites is then occupied in a steady supply of vapour?

Four assumptions define the model. The adsorbed molecule stays in thermal equilibrium with the surface; if energy were exchanged too slowly for this, many arriving molecules would bounce straight off, while those that settled in the well would stay longer. There is no barrier above the vacuum level. A molecule that crosses the escape plane does not return. Coverage is low, so that molecules do not disturb one another. The motion is classical, and sliding and rotation are taken to be as free on the surface as at escape; both of these simplifications are examined below.

The algebra is in atomic units, $\hbar=1$, with $\beta=1/(k_BT)$. An oscillator of angular frequency $\omega$ then has energy quantum $\omega$ and attempt frequency $\nu=\omega/2\pi$.

\section{A tempting solution}

The molecule vibrates against the surface and makes one attempt to leave in each period. An attempt succeeds with probability
\begin{equation}
P=e^{-\beta E}.
\end{equation}
The probability of still being on the surface after $n$ attempts is $(1-P)^n$. The molecule may be expected to stay until it is as likely to have left as to have remained:
\begin{equation}
(1-P)^n=\tfrac12 ,\qquad n=\frac{\ln 2}{-\ln(1-P)}\simeq\frac{\ln 2}{P},
\end{equation}
because $-\ln(1-P)\simeq P$ for small $P$. Each attempt takes a time $1/\nu$, so the residence time would be
\begin{equation}
t=\frac{n}{\nu}=\frac{\ln2}{\nu}\,e^{\beta E}.
\end{equation}
With $k_BT=0.025852$ eV, $\beta E=30.945$ and $e^{\beta E}=2.7505\times10^{13}$, this gives $t=1.906$ s.

\section{Where it fails}

For a molecule kept in thermal equilibrium, the success probability and the survival law are sound. The fault is the condition $(1-P)^n=\tfrac12$. It finds the median stay, the time by which half of the molecules have gone, whereas the question asks for the mean. The two differ because departures are spread over a long tail: a molecule that has survived for one half-life is no nearer to leaving than a fresh arrival.

This last fact fixes the mean number of attempts. Let it be $M$. The first attempt is always made. With probability $1-P$ it fails, and the molecule then faces the same prospect as at the start. Hence
\begin{equation}
M=1+(1-P)M ,\qquad PM=1,\qquad M=\frac1P .
\end{equation}
The factor $\ln2$ has gone, and $\tau=M/\nu=e^{\beta E}/\nu$.

The difference matters for contamination. Suppose that $R$ molecules arrive per second and that each is still present a time $t$ after arrival with probability $S(t)$. The number present in a steady state is the sum over all past arrivals,
\begin{equation}
N=\int_0^\infty R\,S(t)\,dt .
\end{equation}
The density of departure times is $-dS/dt$, so integration by parts gives
\begin{equation}
\tau=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt
=\bigl[-tS\bigr]_0^\infty+\int_0^\infty S\,dt=\int_0^\infty S\,dt ,
\end{equation}
where the boundary term vanishes because $S$ falls faster than $1/t$. Thus $N=R\tau$ with the mean stay. Using the median would make the predicted amount of adsorbate too small by the factor $\ln2$, about 31\% below the correct value.

\section{The solution}

\subsection{The escape rate}

The picture of one attempt per period can be replaced by a calculation of the thermal flux out of the well. Let $z$ be the height, $V(z)$ the potential with its minimum value zero, and $m$ the mass. At the escape plane $V=E$. In equilibrium the probability density of finding the molecule there is
\begin{equation}
\rho=\frac{e^{-\beta E}}{Z},\qquad Z=\int_{\rm well}e^{-\beta V(z)}dz .
\end{equation}
The outward flux is $\rho$ times the mean outward velocity, in which molecules moving inward count as zero:
\begin{equation}
\langle v_+\rangle=\sqrt{\frac{\beta m}{2\pi}}\int_0^\infty v\,e^{-\beta mv^2/2}dv
=\sqrt{\frac{\beta m}{2\pi}}\,\frac{1}{\beta m}=\frac{1}{\sqrt{2\pi m\beta}} .
\end{equation}
Near its bottom the well is harmonic, $V=m\omega^2z^2/2$. Since $\beta E\simeq31$, the molecule spends nearly all its time there and the Gaussian may be integrated over all $z$:
\begin{equation}
Z=\int_{-\infty}^{\infty}e^{-\beta m\omega^2z^2/2}dz=\sqrt{\frac{2\pi}{\beta m\omega^2}} .
\end{equation}
The rate is therefore
\begin{equation}
k=\frac{\langle v_+\rangle e^{-\beta E}}{Z}
=\frac{1}{\sqrt{2\pi m\beta}}\sqrt{\frac{\beta m\omega^2}{2\pi}}\;e^{-\beta E}
=\frac{\omega}{2\pi}e^{-\beta E}=\nu e^{-\beta E}.
\label{rate}
\end{equation}
The mass cancels: at given $\nu$ and $E$, a heavy and a light molecule stay equally long.

The probability $P$ can be checked separately for a harmonic oscillator in thermal equilibrium. In the scaled variables $u=z\sqrt{\beta m\omega^2}$ and $w=p\sqrt{\beta/m}$, with $p$ the momentum, the thermal distribution is $e^{-(u^2+w^2)/2}/2\pi$ and the energy is $r^2/(2\beta)$, where $r^2=u^2+w^2$. The chance that the energy exceeds $E$ is
\begin{equation}
\int_{\sqrt{2\beta E}}^\infty e^{-r^2/2}\,r\,dr=e^{-\beta E}.
\end{equation}
Random sampling of oscillator states with a threshold of $4k_BT$, low enough for successes to be counted, gave 0.0182, against $e^{-4}=0.0183$.

\subsection{The mean stay}

With a constant rate, $dS/dt=-kS$ and $S=e^{-kt}$. Hence
\begin{equation}
\tau=\int_0^\infty e^{-kt}dt=\frac1k=\frac{e^{\beta E}}{\nu}.
\label{tau}
\end{equation}
The numbers are
\begin{align}
\beta E&=\frac{0.80}{0.025852}=30.945,\\
\tau&=\frac{2.7505\times10^{13}}{10^{13}\ \text{/s}}=2.75\ \text{s}\quad(2750\ \text{ms}).
\end{align}
Numerical integration of the flux for a harmonic well cut off at height $E$ also gives 2.750 s.

The residence time is thus near 3 s. Solving (\ref{tau}) for the energy gives $E=k_BT\ln(\nu\tau)$, and a stay of 3 s would need 0.8022 eV, which still rounds to 0.80 eV. The given data do not separate 2.75 s from 3 s.

The median follows from $e^{-kt}=\tfrac12$ and is $\tau\ln2=1.906$ s, the value found by the tempting solution. If the supply is shut off, the adsorbed amount falls to one thousandth after $\tau\ln1000=19.0$ s.

\subsection{The coverage}

Let the vapour have partial pressure $p_v=10^{-9}$ Torr and molecular mass 100 u, and let each site have area $a=0.25$ nm$^2$. The gas density is $\beta p_v$, so the arrival flux is
\begin{equation}
F=\beta p_v\langle v_+\rangle=\frac{\beta p_v}{\sqrt{2\pi m\beta}}
=\frac{p_v}{\sqrt{2\pi mk_BT}} .
\end{equation}
Its value is $2.028\times10^{-3}$ per nm$^2$ per second. If every molecule that meets an empty site sticks and occupied sites accept none, the occupied fraction $\theta$ obeys
\begin{equation}
\frac{d\theta}{dt}=Fa(1-\theta)-\frac{\theta}{\tau}.
\end{equation}
Setting the left side to zero and multiplying by $\tau$ gives $Fa\tau=\theta(1+Fa\tau)$, or
\begin{equation}
\theta=\frac{Fa\tau}{1+Fa\tau}.
\end{equation}
Here $Fa=5.07\times10^{-4}$ /s and $\theta=1.39\times10^{-3}$. About one site in 700 is occupied, which agrees with the assumption of low coverage. In the opposite limit, $Fa\tau\gg1$, the formula tends to a full layer; neighbours then interact, a second layer may form, and a single constant $E$ is no longer justified.

\section{How firm is the number?}

\subsection{Energy and temperature}

An error $\delta E$ multiplies $\tau$ by $e^{\beta\,\delta E}$. For $\delta E=0.05$ eV, about 6\% of $E$, the factor is 6.92: the stay is 0.40 s at 0.75 eV and 19.0 s at 0.85 eV. A small relative error in the energy becomes a large one in the time because it is multiplied by $\beta E\simeq31$ before the exponential is taken.

At fixed $E$ and $\nu$, the logarithm of (\ref{tau}) is $\ln\tau=E/(k_BT)-\ln\nu$, so
\begin{equation}
\frac{d\ln\tau}{dT}=-\frac{E}{k_BT^2}=-0.103\ \text{/K}.
\end{equation}
Each kelvin of warming near 300 K shortens the stay by about 10\%. At 305 K it is 1.66 s, or 40\% less than at 300 K.

\subsection{The shape of the well}

A real well is softer on the vacuum side. The Morse form $V=E(1-e^{-\alpha z})^2$ has the same harmonic bottom if $2E\alpha^2=m\omega^2$. With $y=1-e^{-\alpha z}$ we have $dz=dy/[\alpha(1-y)]$, and
\begin{equation}
Z=\frac1\alpha\int e^{-\beta Ey^2}\left(1+y+y^2+y^3+y^4+\dots\right)dy .
\end{equation}
The integral stops at the escape plane; the flat region just inside it has a Boltzmann factor of about $e^{-31}$ and is dropped. Odd powers integrate to zero, and the Gaussian averages of $y^2$ and $y^4$ are $1/(2\beta E)$ and $3/(4\beta^2E^2)$. The leading term is
\begin{equation}
\frac1\alpha\sqrt{\frac{\pi}{\beta E}}=\sqrt{\frac{2E}{m\omega^2}}\sqrt{\frac{\pi}{\beta E}}=\sqrt{\frac{2\pi}{\beta m\omega^2}},
\end{equation}
the harmonic value. As $\tau$ is proportional to $Z$,
\begin{equation}
\frac{\tau_{\rm Morse}}{\tau}=1+\frac{1}{2\beta E}+\frac{3}{4\beta^2E^2}+\dots
\end{equation}
Direct integration gives 1.017. The softer outer side adds slightly more room than the steeper inner side takes away, and the net gain lengthens the stay by 1.7\%.

\subsection{Quantized vibration}

The quantum $\omega=0.0414$ eV exceeds $k_BT$, so the classical treatment needs a check. Counting one state per phase-space area $2\pi$, the harmonic well has the classical partition function
\begin{equation}
q_{\rm cl}=\frac{1}{2\pi}\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega^2}}=\frac{1}{\beta\omega}.
\end{equation}
The outward flux in the same counting is
\begin{equation}
\frac{e^{-\beta E}}{2\pi}\int_0^\infty\frac pm\,e^{-\beta p^2/2m}dp=\frac{e^{-\beta E}}{2\pi\beta},
\end{equation}
and division by $q_{\rm cl}$ returns (\ref{rate}). Motion at the escape plane is left classical. Only the well is quantized, so that $q_{\rm cl}$ is replaced by
\begin{equation}
q=\sum_{n=0}^\infty e^{-\beta\omega(n+1/2)}=\frac{e^{-\beta\omega/2}}{1-e^{-\beta\omega}}=\frac{1}{2\sinh(\beta\omega/2)} .
\end{equation}
The residence time changes by the factor
\begin{equation}
\frac{q}{q_{\rm cl}}=\frac{\beta\omega/2}{\sinh(\beta\omega/2)}=0.901 .
\end{equation}
Quantization lowers the partition function of the well below its classical value and so shortens the stay by 10\%. Diagonalizing the Morse well, which includes both its shape and its quantization, gives a combined factor of 0.918, close to the product $1.017\times0.901=0.916$. With no barrier above the vacuum level, there is nothing to tunnel through.

\subsection{Hindered sliding and rotation}

A larger correction can arise if the surface restricts motions that become free at escape. Let a potential $W\ge0$ act on the position along the surface or on the orientation. Take it to be independent of height within the thermally occupied part of the well and zero at the escape plane. The outward flux is unchanged, but $Z$ is multiplied by the average of $e^{-\beta W}$ over the free coordinates. Hence
\begin{equation}
\tau_{\rm hindered}=\tau\,\langle e^{-\beta W}\rangle .
\end{equation}
The molecule gains freedom by leaving, and so leaves sooner.

For sliding in one direction over a corrugation of height $U$, $W=(U/2)(1-\cos\phi)$, where $\phi$ advances by $2\pi$ per site. Then
\begin{equation}
\langle e^{-\beta W}\rangle=e^{-\beta U/2}\int_0^{2\pi}\frac{d\phi}{2\pi}\,e^{(\beta U/2)\cos\phi}
=e^{-\beta U/2}I_0(\beta U/2),
\end{equation}
which defines the modified Bessel function $I_0$. With $U=0.10$ eV the factor is 0.315. A two-dimensional integral in which the corrugation stays flat across the occupied part of the well and fades only above it gives the same value, as it must. If the corrugation instead fades on the length of the Morse well, as $e^{-\alpha z}$ or $e^{-2\alpha z}$, the factor rises to 0.321 or 0.329.

For a rod-shaped molecule that prefers to lie flat, let $c$ be the cosine of the angle between its axis and the surface normal, and let $W=Cc^2$, with $C$ the cost of standing upright. Random orientations have $c$ uniformly distributed, so the factor is $\int_0^1e^{-\beta Cc^2}dc$, which is 0.225 for $C=0.40$ eV. Two sliding directions and the tilt together give
\begin{equation}
0.3148^2\times0.2253=0.0223,\qquad \tau_{\rm hindered}=0.061\ \text{s}.
\end{equation}
With $E$ kept at the well depth, this amounts to raising the prefactor of the rate at 300 K from $10^{13}$ to $4.5\times10^{14}$ /s. These digits belong to a hindrance that is independent of height within the well. If both hindrances fade as $e^{-\alpha z}$ or $e^{-2\alpha z}$, the combined factor is 0.024 or 0.027, so the stay is shortened by a factor of about 42 or 37 instead of 45.

Whether this factor applies depends on what $\nu$ means. If $10^{13}$ /s is the bare frequency of vibration against the surface and $E$ is the well depth, the factor must be included. If instead $10^{13}$ /s and 0.80 eV were fitted together to desorption rates measured near 300 K, the hindrance is already inside them and the answer remains 2.75 s. A fitted prefactor should not be combined with a well depth from another source. Near 300 K the hindrance factor found above grows about as $T^{1.7}$. The rate $k$ is inversely proportional to it, so the fitted energy, $-d\ln k/d\beta$, lies below the well depth by about $1.7k_BT$, or 0.04 eV, which is enough to change the stay several times over.

\subsection{Removal by light}

Under illumination a molecule may be broken before it desorbs. For photons of 92 eV, an irradiance of 0.1 W/cm$^2$ supplies $\Phi=6.78\times10^{15}$ photons per cm$^2$ per second. Molecules are broken both by the light itself and by electrons that it releases from the mirror. With an effective cross-section $\sigma=10^{-17}$ cm$^2$ for the two together, the breaking rate is $k_{\rm ph}=\sigma\Phi=0.068$ /s. The two losses add, so $S=e^{-(k+k_{\rm ph})t}$. The mean stay of the intact molecule and the fraction broken are
\begin{align}
\tau_{\rm lit}&=\frac{1}{k+k_{\rm ph}}=\frac{1}{0.3636+0.0678}=2.32\ \text{s},\\
f&=\int_0^\infty k_{\rm ph}S\,dt=\frac{k_{\rm ph}}{k+k_{\rm ph}}=0.157 .
\end{align}
About one molecule in six is broken. The shorter stay does not mean a cleaner mirror, since fragments may bind more strongly than the parent molecule and remain. A long residence time is harmful for this reason: it gives the light more time to act.

\section{The model beside a real mirror}

The photon energy is that of extreme-ultraviolet lithography. The pressure, irradiance, cross-section and binding energies are round values meant to have a plausible size, and they describe no particular molecule or tool. The value $10^{13}$ /s is a conventional prefactor. For a molecule of 100 u vibrating as a whole against a surface it would be a high frequency, while measured prefactors of large flexible molecules can lie well above it. A real surface also breaks the assumption of a single binding energy, because defects and different surface terminations bind differently. For the numbers used here, a shift of 0.05 eV moves the stay by a factor of 7, and hindered motion could shorten it by a factor of about 45. The well shape and quantization matter far less. The value 2.75 s therefore follows from the stated $E$, $\nu$ and $T$ within the assumptions of the model, but for an actual contaminant it is only a rough estimate. If both act in the same direction, the factors of 7 and 45 together make about 300, and a still larger prefactor would shorten the stay further. The error can also run the other way. For 100 u and this well depth, $10^{13}$ /s implies a Morse $\alpha$ of 5 per \AA; with $\alpha$ between 1 and 2 per \AA\ the bare frequency is $2$ to $4\times10^{12}$ /s, which lengthens the stay by a factor of 2.5 to 5. A reliable value needs an energy and a prefactor determined together for the molecule and surface in question. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Desorption energy E: 0.80 eV
Attempt frequency nu: 1.0e+13 1/s
Temperature T: 300 K
Thermal energy kT: 0.025852 eV
Ratio E/kT: 30.9454
exp(E/kT): 2.7505e+13
Desorption rate: 0.3636 1/s
MEAN RESIDENCE TIME: 2.750 s = 2750 ms
Residence time from flux quadrature: 2.750 s
Half-life: 1.906 s
Time to fall to 1/1000: 19.00 s
Energy giving exactly 3 s: 0.8022 eV
Sampled chance of energy above 4 kT: 0.0182
exp(-4): 0.0183
d ln(tau)/dT: -0.1032 1/K
Residence time at 305 K: 1.656 s
Energy error considered: 0.05 eV
Factor in tau for that error: 6.92
Residence time at E = 0.75 eV: 0.398 s
Residence time at E = 0.85 eV: 19.03 s
Morse-shape factor in tau: 1.0170
Vibrational quantum h nu: 0.04136 eV
Quantization factor (harmonic): 0.9008
Both factors, diagonalized Morse well: 0.9182
Corrugation height U: 0.10 eV
Sliding factor, one direction: 0.3148
Same from coupled 2D integral: 0.3148
Upright cost C: 0.40 eV
Tilting factor: 0.2253
Two sliding directions and tilt, factor: 0.0223
Residence time with hindered motion: 0.0614 s
Effective prefactor, hindered: 4.48e+14 1/s
Molecular mass: 100 u
Partial pressure: 1.0e-09 Torr
Site area: 0.25 nm2
Arrival flux: 2.028e-03 1/(nm2 s)
Steady coverage (fraction of sites): 1.393e-03
Photon energy: 92 eV
Irradiance: 0.1 W/cm2
Photolysis cross-section: 1.0e-17 cm2
Photon flux: 6.784e+15 1/(cm2 s)
Photolysis rate: 0.0678 1/s
Fraction cracked before desorbing: 0.157
Mean stay under illumination: 2.318 s
\end{verbatim}
